**One-centre PAW energies and forces in a one-dimensional two-atom model**

The program examines the statement that a one-centre energy $\Delta E_a$ depends on the atomic position $R_a$ only through the occupancies $\rho_{ij}=\sum_nf_n\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle$, where $\tilde\psi_n$ are smooth orbitals, $f_n$ their occupations and $\tilde p_i$ projectors. It asserts that $\Delta E_a$ at frozen $\rho_{ij}$, integrated on a grid fixed in the laboratory, is the same at four positions within quadrature error; the output shows a spread of $4.4\times10^{-7}$ Ha. It asserts that the full and smooth one-centre charges have equal potentials at sample points outside the sphere and different ones at the nucleus. With frozen orbitals, the finite-difference slope of $\Delta E_1$ is asserted to agree with $\sum_{ij}G_{ij}\,\partial\rho_{ij}/\partial R_1$, where $G_{ij}=\partial\Delta E_1/\partial\rho_{ij}$; both are 0.0662 Ha/bohr. With relaxed orbitals, the chain rule is asserted for the one-centre energies of both atoms when atom 1 moves. The complete analytic force on each atom is asserted to agree with differences of the self-consistent total energy, and the output gives $-0.1201$ and $0.1201$ Ha/bohr. As a counterexample, a linear potential fixed in the laboratory is asserted to produce the predicted explicit slope, here 0.0552 Ha/bohr.

## Check in Python

```python
"""
Result under test: a PAW one-centre energy has no explicit dependence on the
position R of its atom. It depends on R only through the occupancies
rho_ij = sum_n f_n <psi_n|p_i><p_j|psi_n>, and the complete force is
F = -int v_H sum_L Q_L dg_L/dR - sum_ij D_ij drho_ij/dR
    + sum_n f_n eps_n d<psi_n|S|psi_n>/dR   (derivatives at fixed psi_n).
psi_n: smooth orbitals, p_i: projectors, g_L: compensation shapes with
strengths Q_L, v_H: potential of the smooth total charge, S: PAW overlap,
D_ij = G_ij + sum_L (dQ_L/drho_ij) int v_H g_L, G_ij = d(one-centre E)/drho_ij.
One-dimensional model, Hartree atomic units, interaction A exp(-kappa|x-x'|),
local exchange energy density -c n^(3/2).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

STRENGTH, KAPPA, C_X = 1.0, 0.5, 0.5
RADIUS, BUMP = 1.2, 0.3
NUCLEI = (3.0, 2.0)
POSITIONS = (-1.3, 1.2)
OCCUPATION, N_ORBITALS = 2.0, 2
STEP = 0.002


def exchange(n):
    return -C_X * np.maximum(n, 0.0) ** 1.5


def exchange_potential(n):
    return -1.5 * C_X * np.sqrt(np.maximum(n, 0.0))


def envelope(s):
    """Smooth function that vanishes outside the sphere, and its slope."""
    inside = np.maximum(1.0 - (s / RADIUS) ** 2, 0.0)
    return inside ** 4, -8.0 * s / RADIUS ** 2 * inside ** 3


def partial_waves(s):
    """Smooth and full partial waves (even, odd) and their slopes."""
    w, dw = envelope(s)
    gauss = np.exp(-s ** 2 / 2)
    smooth = np.array([gauss, s * gauss])
    dsmooth = np.array([-s * gauss, (1 - s ** 2) * gauss])
    full = smooth + BUMP * np.array([w, s * w])
    dfull = dsmooth + BUMP * np.array([dw, w + s * dw])
    return smooth, full, dsmooth, dfull


def pairs(f):
    return f[:, None, :] * f[None, :, :]


def potential(x, charge):
    """Potential of point charges on an ordered grid, by running sums."""
    grow = np.exp(KAPPA * x)
    left = np.cumsum(charge * grow)
    decayed = charge / grow
    right = np.cumsum(decayed[::-1])[::-1] - decayed
    return STRENGTH * (left / grow + right * grow)


# Atomic data: integrals over the sphere in the coordinate s = x - R.
s_atom = np.linspace(-RADIUS, RADIUS, 2401)
weight = np.full(s_atom.size, s_atom[1] - s_atom[0])
weight[[0, -1]] *= 0.5
middle = s_atom.size // 2
smooth_w, full_w, dsmooth_w, dfull_w = partial_waves(s_atom)
smooth_pairs, full_pairs = pairs(smooth_w), pairs(full_w)
delta_s = (full_pairs - smooth_pairs) @ weight
delta_t = 0.5 * (pairs(dfull_w) - pairs(dsmooth_w)) @ weight
moment_w = np.array([np.cosh(KAPPA * s_atom), np.sinh(KAPPA * s_atom)])
w_atom = envelope(s_atom)[0]
shape_atom = np.array([w_atom, s_atom * w_atom])
shape_norm = (shape_atom * moment_w) @ weight
shape_atom = shape_atom / shape_norm[:, None]
delta_q = np.array([(full_pairs - smooth_pairs) @ (m * weight)
                    for m in moment_w])
projector_norm = (w_atom * smooth_w ** 2) @ weight


def one_centre(rho, z):
    """One-centre energy, its derivative by rho, Q_L, and both charges."""
    n_full = np.einsum('ij,ijx->x', rho, full_pairs)
    n_smooth = np.einsum('ij,ijx->x', rho, smooth_pairs)
    q = np.einsum('Lij,ij->L', delta_q, rho) - np.array([z, 0.0])
    charge_full = n_full * weight
    charge_full[middle] -= z
    charge_smooth = (n_smooth + q @ shape_atom) * weight
    v_full = potential(s_atom, charge_full)
    v_smooth = potential(s_atom, charge_smooth)
    energy = (np.sum(rho * delta_t)
              + 0.5 * (charge_full @ v_full - charge_smooth @ v_smooth)
              - 0.5 * STRENGTH * z ** 2
              + (exchange(n_full) - exchange(n_smooth)) @ weight)
    shape_v = (shape_atom * weight) @ v_smooth
    gradient = (delta_t
                + full_pairs @ ((v_full + exchange_potential(n_full)) * weight)
                - smooth_pairs @ ((v_smooth + exchange_potential(n_smooth))
                                  * weight)
                - np.einsum('L,Lij->ij', shape_v, delta_q))
    return energy, gradient, q, charge_full, charge_smooth


# Smooth orbitals: sinc functions on a grid that never moves.
x_grid = np.linspace(-9.0, 9.0, 181)
h = x_grid[1] - x_grid[0]
offset = np.subtract.outer(np.arange(x_grid.size), np.arange(x_grid.size))
safe = np.where(offset == 0, 1, offset)
kinetic = np.where(offset == 0, np.pi ** 2 / 6,
                   (1.0 - 2.0 * (np.abs(offset) % 2)) / safe ** 2) / h ** 2
kernel = STRENGTH * np.exp(-KAPPA * h * np.abs(offset))


def moving_functions(position):
    """Projectors and shapes on the grid, and their derivatives by R."""
    s = x_grid - position
    w, dw = envelope(s)
    gauss = np.exp(-s ** 2 / 2)
    scale = np.sqrt(h) / projector_norm[:, None]
    p = np.array([w, s * w]) * gauss * scale
    dp = -np.array([dw - s * w, w + s * dw - s ** 2 * w]) * gauss * scale
    g = np.array([w, s * w]) / shape_norm[:, None]
    dg = -np.array([dw, w + s * dw]) / shape_norm[:, None]
    return p, dp, g, dg


def evaluate(dm, atoms):
    """Total energy, Hamiltonian and one-centre data for a density matrix."""
    n = np.diag(dm) / h
    charge = n.copy()
    centres = []
    for (p, dp, g, dg), z in zip(atoms, NUCLEI):
        rho = p @ dm @ p.T
        energy_a, gradient, q = one_centre(rho, z)[:3]
        charge = charge + q @ g
        centres.append({'rho': rho, 'energy': energy_a, 'G': gradient, 'Q': q})
    v = h * kernel @ charge
    energy = (np.sum(kinetic * dm) + 0.5 * h * charge @ v
              + h * np.sum(exchange(n)))
    hamiltonian = kinetic + np.diag(v + exchange_potential(n))
    for (p, dp, g, dg), c in zip(atoms, centres):
        c['coupling'] = np.einsum('L,Lij->ij', h * g @ v, delta_q)
        hamiltonian = hamiltonian + p.T @ (c['G'] + c['coupling']) @ p
        energy += c['energy']
    return energy, hamiltonian, centres, v


def solve(positions, start=None):
    """Self-consistent ground state at given atomic positions."""
    atoms = [moving_functions(r) for r in positions]
    overlap = np.eye(x_grid.size)
    for p, dp, g, dg in atoms:
        overlap = overlap + p.T @ delta_s @ p
    dm = np.zeros_like(kinetic) if start is None else start.copy()
    converged = False
    for _ in range(500):
        hamiltonian = evaluate(dm, atoms)[1]
        eps, orb = eigh(hamiltonian, overlap, subset_by_index=[0, N_ORBITALS])
        occupied = orb[:, :N_ORBITALS]
        new = OCCUPATION * occupied @ occupied.T
        change = np.max(np.abs(new - dm))
        if change < 1e-10:
            converged = True
            break
        dm = dm + 0.3 * (new - dm)
    assert converged, "self-consistency not reached"
    energy, _, centres, v = evaluate(new, atoms)
    weighted = OCCUPATION * (occupied * eps[:N_ORBITALS]) @ occupied.T
    return {'E': energy, 'dm': new, 'weighted': weighted, 'eps': eps,
            'centres': centres, 'v': v, 'atoms': atoms}


def rho_slope(p, dp, matrix):
    return dp @ matrix @ p.T + p @ matrix @ dp.T


def force_parts(state, a):
    """Compensation, one-centre via rho, coupling via rho, overlap."""
    p, dp, g, dg = state['atoms'][a]
    c = state['centres'][a]
    drho = rho_slope(p, dp, state['dm'])
    return np.array([-h * (c['Q'] @ dg) @ state['v'],
                     -np.sum(c['G'] * drho),
                     -np.sum(c['coupling'] * drho),
                     np.sum(delta_s * rho_slope(p, dp, state['weighted']))])


# One-centre energy from its definition on a grid fixed in the laboratory.
lab = np.linspace(-8.0, 8.0, 16001)
h_lab = lab[1] - lab[0]


def laboratory_one_centre(rho, z, position, field=0.0):
    s = lab - position
    smooth, full, dsmooth, dfull = partial_waves(s)

    def contract(f):
        return np.einsum('ij,ix,jx->x', rho, f, f)

    n_full, n_smooth = contract(full), contract(smooth)
    w = envelope(s)[0]
    compensation = np.zeros_like(lab)
    for shape, moment, nuclear in ((w, np.cosh(KAPPA * s), z),
                                   (s * w, np.sinh(KAPPA * s), 0.0)):
        q = h_lab * np.sum((n_full - n_smooth) * moment) - nuclear
        compensation += q * shape / (h_lab * np.sum(shape * moment))
    cf, cs = n_full * h_lab, (n_smooth + compensation) * h_lab
    energy = 0.5 * h_lab * np.sum(contract(dfull) - contract(dsmooth))
    energy += 0.5 * (cf @ potential(lab, cf) - cs @ potential(lab, cs))
    energy -= z * STRENGTH * cf @ np.exp(-KAPPA * np.abs(s))
    energy += h_lab * np.sum(exchange(n_full) - exchange(n_smooth))
    return energy + field * h_lab * np.sum((n_full - n_smooth) * lab)


base = solve(POSITIONS)
rho0 = base['centres'][0]['rho']
G0 = base['centres'][0]['G']
z0, r0 = NUCLEI[0], POSITIONS[0]

# Frozen occupancies: the atom is carried to positions off the grid points.
trial_positions = (r0, -0.91373, 0.27182, 1.61807)
rigid = np.array([laboratory_one_centre(rho0, z0, r) for r in trial_positions])
spread = np.ptp(rigid)
assert spread < 5e-6                      # quadrature error at the cusp
assert np.max(np.abs(rigid - base['centres'][0]['energy'])) < 1e-5

# The two one-centre charges have the same potential outside the sphere.
_, _, _, charge_full, charge_smooth = one_centre(rho0, z0)
probe = np.array([-4.0, -2.0, -1.3, 1.3, 2.5, 5.0, 0.0])
probe_kernel = STRENGTH * np.exp(-KAPPA * np.abs(probe[:, None] - s_atom))
mismatch = np.abs(probe_kernel @ (charge_full - charge_smooth))
assert np.max(mismatch[:-1]) < 1e-10 and mismatch[-1] > 1e-2

# Frozen smooth orbitals: only rho_ij changes the one-centre energy.
frozen = []
for sign in (1, -1):
    r = r0 + sign * STEP
    p_moved = moving_functions(r)[0]
    frozen.append(laboratory_one_centre(p_moved @ base['dm'] @ p_moved.T, z0, r))
frozen_slope = (frozen[0] - frozen[1]) / (2 * STEP)
p0, dp0 = base['atoms'][0][:2]
drho0 = rho_slope(p0, dp0, base['dm'])
frozen_formula = np.sum(G0 * drho0)
assert abs(frozen_slope - frozen_formula) < 1e-4   # two different quadratures
assert abs(frozen_formula) > 1e-3

# A potential fixed in the laboratory does give an explicit slope.
FIELD = 0.1


def explicit_slope(field):
    ends = [laboratory_one_centre(rho0, z0, r0 + d, field)
            for d in (STEP, -STEP)]
    return (ends[0] - ends[1]) / (2 * STEP)


slope_no_field, slope_field = explicit_slope(0.0), explicit_slope(FIELD)
field_formula = FIELD * np.sum(rho0 * delta_s)
assert abs(slope_no_field) < 1e-6
assert abs(slope_field - field_formula) < 1e-5 and abs(field_formula) > 1e-3

# Full self-consistent finite differences for both atoms.
parts = [force_parts(base, a) for a in range(2)]
numeric, relaxed = [], []
for a in range(2):
    ends = []
    for sign in (1, -1):
        moved = list(POSITIONS)
        moved[a] += sign * STEP
        ends.append(solve(moved, base['dm']))
    numeric.append(-(ends[0]['E'] - ends[1]['E']) / (2 * STEP))
    assert abs(numeric[a] - parts[a].sum()) < 1e-5
    if a == 0:
        for b in range(2):
            up, down = ends[0]['centres'][b], ends[1]['centres'][b]
            slope = (up['energy'] - down['energy']) / (2 * STEP)
            chain = np.sum(base['centres'][b]['G']
                           * (up['rho'] - down['rho'])) / (2 * STEP)
            assert abs(slope - chain) < 1e-5
            relaxed.append((slope, chain))
force_sum = parts[0].sum() + parts[1].sum()
assert abs(force_sum) < 2e-4              # finite grid and finite box
without_path = parts[0].sum() - parts[0][1]
assert abs(without_path - numeric[0]) > 1e-3

to_ev_angstrom = (physical_constants['Hartree energy in eV'][0]
                  / (physical_constants['Bohr radius'][0] * 1e10))
print(f"interaction strength A = {STRENGTH} Ha, kappa = {KAPPA} 1/bohr")
print(f"exchange coefficient c = {C_X} Ha bohr^(1/2)")
print(f"sphere radius = {RADIUS} bohr, partial-wave bump = {BUMP} bohr^(-1/2)")
print(f"nuclear charges = {NUCLEI[0]}, {NUCLEI[1]} e")
print(f"positions = {POSITIONS[0]}, {POSITIONS[1]} bohr")
print(f"electrons = {OCCUPATION * N_ORBITALS:.0f}")
print(f"orbital grid spacing = {h:.3f} bohr, points = {x_grid.size}")
print(f"finite-difference step = {STEP} bohr")
print(f"Delta S_00, Delta S_11 = {delta_s[0, 0]:.5f}, {delta_s[1, 1]:.5f}")
print("orbital energies (two occupied, one empty) = "
      + ", ".join(f"{e:.5f}" for e in base['eps']) + " Ha")
print(f"total energy = {base['E']:.6f} Ha")
for a, c in enumerate(base['centres'], 1):
    r = c['rho']
    print(f"atom {a}: rho_00, rho_01, rho_11 = "
          f"{r[0, 0]:.5f}, {r[0, 1]:.5f}, {r[1, 1]:.5f}")
    print(f"atom {a}: one-centre energy = {c['energy']:.6f} Ha")
    print(f"atom {a}: Q_0, Q_1 = {c['Q'][0]:.5f}, {c['Q'][1]:.5f}")
print(f"atom 1: G_00, G_01, G_11 = "
      f"{G0[0, 0]:.5f}, {G0[0, 1]:.5f}, {G0[1, 1]:.5f} Ha")
print(f"atom 1: drho_00, drho_01, drho_11 by dR, frozen orbitals = "
      f"{drho0[0, 0]:.5f}, {drho0[0, 1]:.5f}, {drho0[1, 1]:.5f} 1/bohr")
print("FROZEN rho, atom 1 carried through the laboratory grid")
for r, e in zip(trial_positions, rigid):
    print(f"  R = {r:.5f} bohr: one-centre energy = {e:.7f} Ha")
print(f"  spread = {spread:.1e} Ha")
print(f"potential mismatch outside sphere, max = {np.max(mismatch[:-1]):.1e} Ha")
print(f"potential mismatch at nucleus = {mismatch[-1]:.5f} Ha")
print("FROZEN ORBITALS, slope of one-centre energy of atom 1")
print(f"  finite difference = {frozen_slope:.6f} Ha/bohr")
print(f"  sum G drho/dR = {frozen_formula:.6f} Ha/bohr")
print("RELAXED ORBITALS, atom 1 moved")
for b, (slope, chain) in enumerate(relaxed, 1):
    print(f"  one-centre slope of atom {b}: difference {slope:.6f}, "
          f"chain rule {chain:.6f} Ha/bohr")
print(f"FIELD {FIELD} Ha/bohr in the one-centre term, rho frozen")
print(f"  explicit slope = {slope_field:.6f} Ha/bohr")
print(f"  field * sum rho Delta S = {field_formula:.6f} Ha/bohr")
labels = ("moving compensation charge", "one-centre energy via rho",
          "compensation strength via rho", "overlap")
for a in range(2):
    print(f"FORCE ON ATOM {a + 1} in Ha/bohr")
    for label, value in zip(labels, parts[a]):
        print(f"  {label} = {value:.6f}")
    print(f"  sum of parts = {parts[a].sum():.6f}")
    print(f"  minus energy difference quotient = {numeric[a]:.6f}")
print(f"force on atom 1 = {parts[0].sum() * to_ev_angstrom:.4f} eV/angstrom")
print(f"sum of both forces = {force_sum:.1e} Ha/bohr")
print(f"atom 1 force without one-centre path = {without_path:.6f} Ha/bohr")
print("OK")
```

Printed output:

```
interaction strength A = 1.0 Ha, kappa = 0.5 1/bohr
exchange coefficient c = 0.5 Ha bohr^(1/2)
sphere radius = 1.2 bohr, partial-wave bump = 0.3 bohr^(-1/2)
nuclear charges = 3.0, 2.0 e
positions = -1.3, 1.2 bohr
electrons = 4
orbital grid spacing = 0.100 bohr, points = 181
finite-difference step = 0.002 bohr
Delta S_00, Delta S_11 = 0.61449, 0.07016
orbital energies (two occupied, one empty) = -1.27356, -0.80119, -0.22490 Ha
total energy = -5.642107 Ha
atom 1: rho_00, rho_01, rho_11 = 0.88556, -0.05116, 0.11082
atom 1: one-centre energy = -3.946370 Ha
atom 1: Q_0, Q_1 = -2.43995, -0.00363
atom 2: rho_00, rho_01, rho_11 = 0.79166, -0.08716, 0.02875
atom 2: one-centre energy = -1.819032 Ha
atom 2: Q_0, Q_1 = -1.50445, -0.00619
atom 1: G_00, G_01, G_11 = -0.64505, 0.00387, 0.03908 Ha
atom 1: drho_00, drho_01, drho_11 by dR, frozen orbitals = -0.09165, -1.11466, 0.40081 1/bohr
FROZEN rho, atom 1 carried through the laboratory grid
  R = -1.30000 bohr: one-centre energy = -3.9463705 Ha
  R = -0.91373 bohr: one-centre energy = -3.9463701 Ha
  R = 0.27182 bohr: one-centre energy = -3.9463702 Ha
  R = 1.61807 bohr: one-centre energy = -3.9463704 Ha
  spread = 4.4e-07 Ha
potential mismatch outside sphere, max = 1.0e-15 Ha
potential mismatch at nucleus = 0.43527 Ha
FROZEN ORBITALS, slope of one-centre energy of atom 1
  finite difference = 0.066156 Ha/bohr
  sum G drho/dR = 0.066157 Ha/bohr
RELAXED ORBITALS, atom 1 moved
  one-centre slope of atom 1: difference -0.005313, chain rule -0.005313 Ha/bohr
  one-centre slope of atom 2: difference -0.033786, chain rule -0.033786 Ha/bohr
FIELD 0.1 Ha/bohr in the one-centre term, rho frozen
  explicit slope = 0.055194 Ha/bohr
  field * sum rho Delta S = 0.055194 Ha/bohr
FORCE ON ATOM 1 in Ha/bohr
  moving compensation charge = -0.037907
  one-centre energy via rho = -0.066157
  compensation strength via rho = -0.025319
  overlap = 0.009314
  sum of parts = -0.120068
  minus energy difference quotient = -0.120069
FORCE ON ATOM 2 in Ha/bohr
  moving compensation charge = 0.131034
  one-centre energy via rho = -0.070938
  compensation strength via rho = -0.026730
  overlap = 0.086704
  sum of parts = 0.120070
  minus energy difference quotient = 0.120070
force on atom 1 = -6.1742 eV/angstrom
sum of both forces = 1.7e-06 Ha/bohr
atom 1 force without one-centre path = -0.053911 Ha/bohr
OK
```
